When an Ising Domain Wall Becomes Bloch-Like: The Critical Transverse Stiffness

Consider a planar 180-degree ferroelectric wall with normal x. The polarization component that reverses across it is P(x), directed along z. A second component Q(x) is directed along y, parallel to the wall plane. Since neither component varies along its own direction, the wall carries no bound charge. With no applied field, the free energy density is

f = −αP²/2 + βP⁴/4 + gP′²/2 + AQ²/2 + γP²Q²/2 + bQ⁴/4 + kQ′²/2,

where a prime on P or Q means d/dx. The constants α, β, g, k, γ and b are positive, while A may have either sign. This is a mean-field continuum model with one transverse mode.

The uniform domains have P = ±P0 and Q = 0, with P0² = α/β. Inside a domain the coefficient of Q²/2 is

A_b = A + γP0².

This is the bulk transverse stiffness, the inverse of the transverse susceptibility, and A_b > 0 is required for the domains to be stable. At the wall centre P vanishes and the local stiffness is only A. A wall with Q = 0 is called Ising-like. One with Q ≠ 0 is Bloch-like: its polarization turns through the y direction instead of merely shrinking through zero.

With Q = 0, stationarity of the energy gives

gP″ = −αP + βP³.

Try P = P0 tanh u with u = x/w. Two derivatives give P″ = −(2P0/w²) tanh u sech²u. The right-hand side is −αP0 tanh u (1 − tanh²u) = −αP0 tanh u sech²u. The two agree if

w² = 2g/α.

Multiplying the wall equation by P′ and integrating from a domain shows that gP′²/2 equals the local energy density above that of the domain. The total excess density is therefore gP′², and the wall energy per area is

σ = (gP0²/w) ∫ sech⁴u du = 4gP0²/(3w).

All integrals without limits run over the whole line.

Now add a small change p to P and a small Q. The first-order terms vanish because the wall is stationary. The coupling γP²Q²/2 is already quadratic in Q, so it produces no product pQ at second order, and the two fluctuations separate. The operator for p is

L_P = −(α/2) d²/du² − α + 3α tanh²u,

where g/w² = α/2 was used. Differentiating the wall equation shows that L_P sech²u = 0, which is the mode of rigid translation. Writing p = v sech²u gives

sech²u L_P(v sech²u) = −(α/2) d/du (sech⁴u dv/du).

Multiplication by v and integration by parts give (α/2)∫ sech⁴u (dv/du)² du ≥ 0, so changes of P alone cannot destabilize the wall. The instability must come from Q, whose operator is

L_Q = −(k/w²) d²/du² + A + γP0² tanh²u
= −(k/w²) d²/du² + A_b − γP0² sech²u.

This is a Pöschl-Teller well. Define s > 0 by matching its depth:

s(s+1) = γP0²w²/k = 2γg/(βk) ≡ η,
s = [−1 + √(1 + 4η)]/2.

The ground state follows from a factorization. Let D = d/du + s tanh u, whose adjoint is D† = −d/du + s tanh u. Acting on a function φ,

D†Dφ = −φ″ − s(tanh u φ)′ + s tanh u φ′ + s² tanh²u φ
= −φ″ + [s² − s(s+1) sech²u]φ,

where primes on φ and on the bracket denote d/du. Consequently

L_Q = (k/w²)D†D + A_b − ks²/w².

The expectation value of D†D is ∫(Dφ)²du, which is never negative. It is zero when dφ/du = −s tanh u φ, that is, for φ = sech^s u. This function is normalizable for every s > 0, so it is the ground state, with eigenvalue

Λ = A_b − ks²/w².

Since γP0² = ks(s+1)/w², the same eigenvalue is Λ = A + ks/w². Modulating Q within the wall plane adds positive gradient energy, so the uniform mode softens first. The Ising wall is therefore linearly unstable when 0 < A_b < A_b,c, with

A_b,c = ks²/w² = γP0² s/(s+1),
A_c = −ks/w² = −γP0²/(s+1).

The second line is the same threshold expressed through the stiffness at the wall centre. A negative A is necessary but not sufficient: Q must be confined to the wall, and the gradient energy of that confinement has to be repaid. For A_c < A < 0 the centre is locally unstable, yet the Ising wall remains stable against small Q.

Two limits show the role of confinement. For η ≪ 1, s ≈ η and A_b,c ≈ ηγP0². The well is weak, the mode extends far into the domains, and the domains must be nearly unstable before the wall changes. For η ≫ 1, s ≈ √η and A_c ≈ −√(kγP0²)/w. This is minus the zero-point energy of the harmonic well γP0²u² near the centre. It tends to zero as k → 0 with the other coefficients fixed, and in that limit the local criterion A < 0 is recovered.

The formula for Λ was tested by diagonalizing the discretized operator at A = −0.3α for (γ/β, k/g) = (1.5, 0.8), (0.9, 1.5) and (3, 0.5). The largest difference was 1.3 × 10⁻⁵ α.

Linear theory gives the threshold but neither the amplitude of Q nor the character of the onset. For these, set

Q = ε sech^s u, P = P0 tanh u + ε²p₂(u).

The P equation at order ε² is

L_P p₂ = −γP0 tanh u sech^(2s)u.

Put p₂ = v sech²u, multiply by sech²u and use the identity for L_P found above:

d/du (sech⁴u dv/du) = (2γP0/α) tanh u sech^(2s+2)u.

Because the derivative of sech^n u is −n tanh u sech^n u, integration with n = 2s+2 gives

sech⁴u dv/du = −[γP0/(α(s+1))] sech^(2s+2)u.

The integration constant is zero, since otherwise p₂ would grow without limit far from the wall. A constant added to v would only move the wall, and requiring P to be odd removes it. With P0/α = 1/(βP0),

p₂ = −[γ/(βP0(s+1))] sech²u ∫₀ᵘ sech^(2s−2)t dt.

This correction opposes P on both sides of the centre. The slope of P at the centre falls by the factor 1 − γε²/[βP0²(s+1)], so the reversal of P becomes more gradual.

The coefficient of ε⁴ in the energy per area, divided by w, is

∫ [ (b/4) sech^(4s)u + γP0 tanh u sech^(2s)u p₂ + ½p₂L_P p₂ ] du.

The equation for p₂ turns the middle term into −p₂L_P p₂, leaving −½p₂L_P p₂ in total. Integration by parts, whose boundary term vanishes, gives

∫ p₂L_P p₂ du = (α/2) ∫ sech⁴u (dv/du)² du
= (α/2) [γ/(βP0(s+1))]² ∫ sech^(4s)u du
= γ²M/[2β(s+1)²],

where P0² = α/β was used and M = ∫ sech^(4s)u du. The direct and the induced quartic terms thus contain the same integral. A correction to the shape of Q, chosen orthogonal to sech^s u, first enters the energy at order ε⁶. With N = ∫ sech^(2s)u du, the energy change per area through order ε⁴ is

ΔF = w[ΛNε²/2 + b_eff Mε⁴/4],
b_eff = b − γ²/[β(s+1)²].

If b_eff > 0, the Bloch component grows continuously below threshold. Setting dΔF/dε = 0 for ε ≠ 0 gives

ε² = −ΛN/(b_eff M),
ΔF = −wΛ²N²/(4b_eff M).

The two signs of ε have equal energy and correspond to opposite senses of rotation. If b_eff < 0, the small-amplitude solution exists above threshold, where Λ > 0. It is then an energy maximum in ε, a barrier against the growth of Q, and the onset is discontinuous.

The sign of b_eff has a bulk meaning. From s(s+1) = 2γg/(βk) and w² = 2g/α,

γ/[β(s+1)] = ks/(2g) = −A_c/α,

so that

b_eff = b − β(A_c/α)².

At threshold, a uniform state with only P has energy density −α²/(4β), and one with only Q has −A_c²/(4b). The P state is lower when b > βA_c²/α², which is the condition b_eff > 0. No mixed uniform state can be lower than both. In the variables P² and Q² the bulk energy is a quadratic function. If bβ ≥ γ² it is convex, and the P state, being stable, is its minimum. If bβ < γ² any stationary mixed state is a saddle. In this model, then, a discontinuous onset at the linear threshold requires domains that are themselves metastable against the uniform Q state. The converse is weaker: b_eff > 0 guarantees a continuous small-amplitude branch, but this local expansion does not exclude a separate wall of large amplitude. When b_eff < 0 and Λ is close enough to zero for the uniform Q state to have the lower energy, a region of Q that has passed the barrier can spread into the domains instead of settling into a Bloch wall.

The case k = g, γ = b = β can be solved at finite amplitude and checks these results. Try P = P0 tanh(x/ℓ) and Q = Q0 sech(x/ℓ). In the Q equation, Q″ = (1 − 2 sech²)Q/ℓ², while the factor multiplying Q on the other side is A_b − β(P0² − Q0²) sech². In the P equation, P″ = −2 sech² P/ℓ², while the factor multiplying P is −β(P0² − Q0²) sech². Both equations hold if

g/ℓ² = A_b, 2g/ℓ² = β(P0² − Q0²),

and hence Q0² = P0² − 2A_b/β. The amplitude vanishes at A_b = α/2. The general formula agrees: η = 2 gives s = 1 and A_b,c = g/w² = α/2. Also N = 2, M = 4/3 and b_eff = 3β/4, so the amplitude law gives ε² = −2Λ/β = P0² − 2A_b/β. In this special case the leading amplitude law is exact, though the leading energy law is not. The width ℓ = √(g/A_b) grows as the transverse direction softens.

For unequal coefficients, the amplitude and energy laws were tested against numerical solutions of both field equations. The sets (γ/β, k/g, b/β) were (1.5, 0.8, 1) and (0.9, 1.5, 0.8), with Λ/α = −0.004 and −0.002, and (1.5, 0.8, 0.2), with Λ/α = 0.002 and 0.001. The last set has a discontinuous onset. After linear extrapolation to Λ = 0, the ratios of numerical to predicted ε² and ΔF differed from one by at most 1.9 × 10⁻⁴.

For a worked example take α = 2.0 × 10⁹ V m/C, P0 = 30 µC/cm², g = 2.5 × 10⁻¹⁰ V m³/C, k = 2.0 × 10⁻¹⁰ V m³/C, γ/β = 1.5 and b/β = 1. These round values give w = 0.50 nm and σ = 60 mJ/m². With Q held at zero, the field for uniform reversal is the largest value of αP − βP³, reached at P = P0/√3:

2αP0/(3√3) = 2.3 MV/cm.

The well parameter and the threshold are

s(s+1) = 2 × 1.5 × 2.5/2.0 = 3.75, so s = 1.5,
k/w² = 2.0 × 10⁻¹⁰/(0.50 × 10⁻⁹)² = 8.0 × 10⁸ V m/C,
A_b,c = 8.0 × 10⁸ × 1.5² = 1.8 × 10⁹ V m/C,
A_c = −8.0 × 10⁸ × 1.5 = −1.2 × 10⁹ V m/C.

The critical transverse susceptibility is 1/(ε₀A_b,c) ≈ 63, where ε₀ is the vacuum permittivity. The wall is Bloch-like if the domains are softer than this in the transverse direction, as long as they remain the lower uniform state. That requires A²/b < α²/β, here A_b > 1.0 × 10⁹ V m/C or a susceptibility below about 113; for still softer domains the Q region spreads instead of forming a wall of finite width. The onset is continuous, because b_eff/β = 1 − (1.5/2.5)² = 0.64.

Now choose A_b = 1.7 × 10⁹ V m/C, a susceptibility of about 66. Then Λ = −1.0 × 10⁸ V m/C, and for s = 1.5 the integrals are N = 1.571 and M = 1.067. With β = 2.222 × 10¹⁰ V m⁵/C³,

ε² = 1.0 × 10⁸ × 1.571/(0.64 × 2.222 × 10¹⁰ × 1.067) = 0.0104 C²/m⁴,
ε = 0.102 C/m² = 10.2 µC/cm².

The full nonlinear solution also gives 10.2 µC/cm² at the centre. A stiffness only 6% below threshold thus produces a transverse component one third as large as P0, as the square-root law allows. The predicted slope factor is 1 − 0.6 × (10.2/30)² = 0.93, matching the numerical 0.93. The energy gain is 0.20 mJ/m² at leading order and 0.21 mJ/m² in full, less than half a percent of the wall energy.

That small gain raises the question of thermal motion at 300 K. On the Bloch side the curvature of ΔF at its minimum is proportional to 2|Λ|, so the correlation length in the wall plane would be about √(k/(2|Λ|)) = 1.0 nm if bound charge were ignored. The gain over a square of that side is 1.3 meV, against a thermal energy of 26 meV. Bound charge adds a positive energy cost to the fluctuations and makes them anisotropic: the correlations extend further along y but become shorter along z. Variation along y creates it directly through Q, and variation along z creates it through the accompanying change in P. Because this cost lowers their amplitude, the comparison overstates the role of fluctuations, but it warns that mean-field theory may fail close to threshold. To estimate the shift, let ε vary in the wall plane, still ignoring the bound charge. Gaussian fluctuations at distance |Λ| on the Ising side have

⟨ε²⟩ = [k_BT/(4πkwN)] ln(1 + kq_c²/|Λ|),

where q_c is the largest in-plane wave number, here π/(0.50 nm). Assume that P follows each fluctuation as it follows a uniform Q, and leave out the thermal motion of P itself. Replacing ε⁴ by 6⟨ε²⟩ε² in ΔF then raises Λ by 3b_eff(M/N)⟨ε²⟩, about 2.7 × 10⁸ V m/C. This exceeds the example's distance from threshold, 1.0 × 10⁸ V m/C. However, the electrostatic cost of varying Q along y suppresses many of these fluctuations and can reduce the shift considerably. The estimate therefore does not decide whether the example wall stays Bloch-like at 300 K. It also counts some fluctuations twice if the coefficients were already fitted at that temperature.

The parameters lie roughly in the regime of ferroelectric hafnia, where polarizations are tens of µC/cm² and switching fields a few MV/cm, but they are not a fitted set; k, γ and b in particular are chosen values. The relative permittivity of ferroelectric hafnia is roughly 30. If the transverse susceptibility were of that size, the model wall would stay Ising-like, and the example's value of 66 is far softer. The continuum assumption is also strained, since walls in hafnia can be about as narrow as a unit cell or less. Replacing the gradients by differences between atomic planes, with the wall centred between two planes and the coefficients held fixed, changes A_b,c to 1.79 × 10⁹ V m/C for a spacing of 0.25 nm and to 1.52 × 10⁹ V m/C for 0.50 nm. With the larger spacing the threshold falls by 16%, and the example wall would be Ising-like already in mean-field theory. Elastic clamping, estimated roughly, shifts the stiffness by less than the 0.50 nm spacing does, but by more than the 0.25 nm spacing does. At the wall centre the strain imposed by the domains acts on Q², shifting its stiffness by about 2C(q_e)²P0². For an assumed modulus C = 200 GPa and electrostriction coefficient q_e = 0.03 m⁴/C², this is 3 × 10⁷ V m/C, with a sign that depends on the tensor components. Other structural modes of hafnia, flexoelectricity and defects are not included.

The restriction to a component parallel to the wall is essential. A component along x would create bound charge and a field −Q/(ε₀ε_r), where ε_r is the background permittivity. This adds 1/(ε₀ε_r) to the stiffness. For a rough ε_r = 5 the addition is 2.3 × 10¹⁰ V m/C, about 13 times A_b,c. With this ε_r and the same k, a normal component would need a coupling coefficient about nine times γ, unless free charge screens it. The margin depends on ε_r, which other polar modes can raise: for ε_r = 20 the addition is 5.6 × 10⁹ V m/C and about three times γ suffices. Within the model, and for comparable couplings, the transverse component that appears first lies in the wall plane. In a real wall, flexoelectric coupling can induce a normal component without any threshold. The computed values are collected in the numerical output.

Numbers as computed

```
max eigenvalue error / alpha: 1.3e-05
Ising profile max error / P0: 2.3e-05
branch-law error, case 1: 1.2e-04
branch-law error, case 2: 3.6e-05
branch-law error, discontinuous case: 1.9e-04
alpha: 2e+09 V m/C
P0: 30 uC/cm2
beta: 2.222e+10 V m5/C3
g: 2.5e-10 V m3/C
k: 2e-10 V m3/C
gamma/beta: 1.5
b/beta: 1
wall half-width w: 0.5 nm
Ising wall energy: 60 mJ/m2
intrinsic switching field: 2.309 MV/cm
longitudinal susceptibility: 28.24
s: 1.5
gamma P0^2: 3e+09 V m/C
critical bulk stiffness A_b,c: 1.8e+09 V m/C
critical bare stiffness A_c: -1.2e+09 V m/C
critical transverse susceptibility: 62.74
b_eff/beta: 0.64
example A_b: 1.7e+09 V m/C
example A: -1.3e+09 V m/C
example susceptibility: 66.44
example eigenvalue Lambda: -1e+08 V m/C
N: 1.571
M: 1.067
leading Q at centre: 10.18 uC/cm2
full nonlinear Q at centre: 10.2 uC/cm2
centre slope of P, Bloch/Ising: 0.9291
leading energy gain: 0.2033 mJ/m2
full energy gain: 0.2108 mJ/m2
full energy gain: 1.316 meV/nm2
A_b,c for plane spacing 0.25 nm: 1.794e+09 V m/C
A_b,c for plane spacing 0.50 nm: 1.516e+09 V m/C
temperature: 300 K
thermal energy: 25.85 meV
in-plane correlation length: 1 nm
energy gain per correlation area: 1.316 meV
thermal stiffness shift, estimate: 2.7e+08 V m/C
rough electrostriction input: 0.03 m4/C2
rough elastic modulus input: 200 GPa
electrostrictive shift, estimate: 3.2e+07 V m/C
rough background permittivity input: 5
depolarization stiffness along normal: 2.26e+10 V m/C
depolarization stiffness / A_b,c: 12.5
```
